# Heavy–light hole mixing at zero in-plane momentum in [001] quantum wells, part 2

An envelope-function code for an [001] quantum well uses the $4\times4$ Luttinger Hamiltonian, which at $k_\parallel=0$ does not mix heavy (HH) and light holes (LH). The question is how interfaces mix them, and when absorption at normal incidence depends on linear polarization. Units are Hartree atomic units; hole energy is minus electron energy. The $J=\tfrac32$ quartet is built from Bloch functions $(X,Y,Z)\otimes$ spin:

$$|\tfrac32\rangle=-\frac{(X+iY)\!\uparrow}{\sqrt2},\qquad |{-\tfrac12}\rangle=\frac{(X-iY)\!\uparrow+2Z\!\downarrow}{\sqrt6}.$$

$$H_L=\tfrac12k_z\left[\gamma_1+\tfrac52\gamma_2-2\gamma_2J_z^2\right]k_z+V(z),$$

with $\gamma_1-2\gamma_2=1/m_h$ and $\gamma_1+2\gamma_2=1/m_l$. The interfaces add $f(z)M$, where $f=T_L\delta(z+L/2)+T_R\delta(z-L/2)$, $M=\{J_x,J_y\}/\sqrt3$, $\{A,B\}=AB+BA$ and

$$\langle\tfrac32|M|{-\tfrac12}\rangle=\langle\tfrac12|M|{-\tfrac32}\rangle=\frac{2\sqrt3}{2i\sqrt3}=-i,\qquad M^2=1 .$$

Anisotropy between $x'=[110]$ and $y'=[1\bar10]$ is the absorption component $\sigma_{xy}$, which the rotoinversion $S_4$, $(x,y,z)\to(y,-x,-z)$, reverses. Wells with $S_4$ (group $D_{2d}$) have $T_L=-T_R$ and $\sigma_{xy}=0$. Both $D_{2h}$ ($T_L=T_R$) and $C_{2v}$ ($T_L,T_R$ independent) allow $\sigma_{xy}$. The bulk term $Ck_z\{J_z,J_x^2-J_y^2\}$ couples the same pair; its $\mathbf J$ matrix has element $\sqrt3$ between $\tfrac32$ and $-\tfrac12$.

Microscopically, the electron energy gains $\tau\delta(z-z_i)(|x'\rangle\langle x'|-|y'\rangle\langle y'|)$, and $T=\tau/\sqrt3$.

The numerical output also lists tight-binding (TB) tests, with ML for monolayers, well anion a and cation W, barrier anion p and cation q, and b the barrier cation for a common anion. There `a0` is the cubic lattice constant, `lambda` the spin-orbit parameter, `Ev` the valence band edge, `alpha2` the anion weight $\alpha^2$, and `eta` scales the material contrast. With hoppings $V_{xx},V_{xy}$, cation energy $E_c$, plane spacing $d=a/2$ and normalized envelope $F$,

$$g=\frac{V_{xx}V_{xy}}{E-E_c},\qquad \tau=\tfrac12\alpha^2d\,(g_{\rm above}-g_{\rm below}),\qquad E_{x'}-E_{y'}\simeq2\sum_i\tau_iF(z_i)^2 .$$

This $g$ is distinct from the LH envelope $g$ introduced below.

**Envelope equations and polarization**

I keep the quartet with BenDaniel–Duke matching and neglect the split-off band, strain, excitons and the diagonal interface terms $1$ and $J_z^2$. For $\rho$ the neglect of the split-off band is a real limitation. The state $(X-iY)\!\uparrow/\sqrt2$, which the interface admixes to HH $+\tfrac32$, has amplitude $1/\sqrt3$ in $|{-\tfrac12}\rangle$ and $\sqrt{2/3}$ in the split-off state. This factor enters both the interface coupling and the optical amplitude, so relative to LH1 a split-off level contributes to $\rho$ about $2(E_l-E_h)/\Delta_{so}$, where $E_h$ and $E_l$ are the HH1 and LH1 energies and $\Delta_{so}$ is the spin-orbit splitting. For the well computed below and $\Delta_{so}=0.34$ eV this is already 0.2, and higher split-off subbands and the kinetic coupling between LH and split-off states come on top. The values of $\rho$ below therefore belong to the limit of large $\Delta_{so}$; a quantitative value for a real material needs a six-band calculation. With the same Luttinger parameters and $\Delta_{so}=0.34$ eV in well and barrier, a six-band solution raises $\rho$ of the $C_{2v}$ well below from 0.074 to 0.108 (by 46%, against 21% when both $T_i$ are scaled by 0.05), and changes the value in the field from $-0.025$ to $-0.034$. In the block $(\tfrac32,-\tfrac12)$ put $F_l=ig$. The HH row gains $T\delta\cdot(-i)(ig)=T\delta g$, and the LH row, after division by $i$, gains $T\delta F_h$. The problem is real, with coupling $T_i\delta(z-z_i)\sigma_x$ on $\mathbf F=(F_h,g)$. Integrating $-\tfrac12(F'/m)'+\dots$ across an interface gives continuity of $\mathbf F$ and

$$\left[F_h'/m_h\right]=2T_i\,g(z_i),\qquad\left[g'/m_l\right]=2T_i\,F_h(z_i),$$

where the bracket is the value above minus the value below. Each component is $A\cos kz+B\sin kz$ inside and $e^{-\kappa|z|}$ outside, with its own $k=\sqrt{2m_wE}$ and $\kappa=\sqrt{2m_b(V-E)}$. The four jump conditions are a homogeneous $4\times4$ system whose determinant fixes the levels.

For light polarized along $(\cos\varphi,\sin\varphi,0)$, let $P=\langle S|p_x|X\rangle$, let $f_e$ be the lowest electron envelope, $a=\langle f_e|F_h\rangle$ and $\beta=\langle f_e|g\rangle$. The $Z\!\downarrow$ part does not couple to in-plane light, so the amplitude to $S\!\uparrow$ is $P[-ae^{i\varphi}/\sqrt2+i\beta e^{-i\varphi}/\sqrt6]$. The cross term of its squared modulus is $-(2/\sqrt{12})\,\mathrm{Re}(-ia\beta e^{2i\varphi})=-a\beta\sin2\varphi/\sqrt3$, hence

$$\frac{I(\varphi)}{|P|^2}=\frac{a^2}{2}+\frac{\beta^2}{6}-\frac{a\beta}{\sqrt3}\sin2\varphi,\qquad\rho=\frac{I_{110}-I_{1\bar10}}{I_{110}+I_{1\bar10}}=-\frac{2\sqrt3\,a\beta}{3a^2+\beta^2}.$$

Within the quartet, anisotropy is an interference of the HH and LH amplitudes and needs both overlaps. It does not show between [100] and [010], where $\sin2\varphi=0$. For $T_L=-T_R$ the equations are invariant under $z\to-z$, $g\to-g$, so each level has $F_h$ even and $g$ odd, or the reverse. With $f_e$ even, $a\beta=0$ and $\rho=0$. HH1 then mixes with odd LH envelopes, while HH2 mixes with LH1 and the transition e1–HH2 acquires intensity $\beta^2/6$. The bulk term fits the same pattern: it acts as $\sqrt3C(-i\partial_z)(ig)=\sqrt3Cg'$, real and parity-reversing.

**First order in $T$**

For HH1, with unperturbed energy $E_h$, even envelope $h_1$ and $h=h_1(\pm L/2)$, the LH admixture obeys the LH equation at energy $E_h$ with jumps $2T_ih$. Put $g=C_e\cos kz+C_o\sin kz$ inside, $c=\cos(kL/2)$, $s=\sin(kL/2)$, with LH masses, $k$ and $\kappa$. At the right interface $g=C_ec+C_os$ and $g'=k(-C_es+C_oc)$ inside, and the jump is $-\kappa g/m_b-g'/m_w$. At the left $g=C_ec-C_os$, $g'=k(C_es+C_oc)$, and the jump is $g'/m_w-\kappa g/m_b$. Collecting terms,

$$-C_eD_e\mp C_oD_o=2T_{R,L}\,h,\qquad D_e=\frac{\kappa c}{m_b}-\frac{ks}{m_w},\quad D_o=\frac{\kappa s}{m_b}+\frac{kc}{m_w},$$

with the upper sign for $R$. The sum and difference give $C_e=-(T_L+T_R)h/D_e$ and $C_o=-(T_R-T_L)h/D_o$. The odd part has no overlap with $f_e$, so

$$\rho\simeq-\frac{2\beta}{\sqrt3\,a}\propto T_L+T_R,\qquad\delta E=h\sum_iT_ig(z_i)=h\left[(T_L+T_R)C_ec+(T_R-T_L)C_os\right].$$

$D_e=0$ is the condition for an even LH level, so $D_e>0$ below LH1. Then $T_L+T_R>0$ gives $\beta<0$ and $\rho>0$, as expected from $\tau>0$ raising $x'$ towards the band edge. Keeping LH1 alone, with envelope $l_1$ and $l=l_1(L/2)$, $g=-l_1(T_L+T_R)hl/(E_l-E_h)$ and

$$\rho\simeq\frac{2}{\sqrt3}\,\frac{(T_L+T_R)\,h\,l}{E_l-E_h}\,\frac{\langle f_e|l_1\rangle}{\langle f_e|h_1\rangle}.$$

Scaling both $T_i$ by $\lambda$, the change $\lambda\to-\lambda$ is undone by $g\to-g$, so $\rho$ is odd in $\lambda$ and its relative correction starts at $\lambda^2$.

Two limits follow. In a wide well, $D_e=0$ gives $c\simeq km_b/\kappa m_w$ with $k\simeq\pi/L$, and the amplitude is $\sqrt{2/L}$, so $h,l\propto L^{-3/2}$. With $E_l-E_h\propto L^{-2}$, $\rho$ falls as $1/L$. The expansion requires $|T_L+T_R|hl\ll E_l-E_h$. It also requires a small $|T_R-T_L|$: this difference drops out of $\rho$ at first order, but it couples envelopes of opposite parity, such as LH1 and HH2, and so changes $\rho$ at third order. If HH1 and LH1 were brought into degeneracy, the two-level eigenstates would have $\beta=\mp a$ for equal overlaps, and $\rho=\pm\sqrt3/2$ independent of the size of $T$.

**Numbers**

Take round model parameters: $L=120$ bohr (6.35 nm), $V=0.008$ Ha, $\gamma_1,\gamma_2=10,3.5$ in the well and $5,1.5$ in the barrier, so $m_h=1/3,\ 1/2$ and $m_l=1/17,\ 1/8$. The electron has masses $0.05,\ 0.08$ and offset $0.01$ Ha. The uncoupled levels are HH1 at $0.6278$, LH1 at $1.8773$ and HH2 at $2.5030$ mHa, with $h=0.03840$, $l=0.06190$ bohr$^{-1/2}$, $\langle f_e|h_1\rangle=0.97233$ and $\langle f_e|l_1\rangle=0.99970$. The intensities are $0.97233^2/2=0.4727$, $0.99970^2/6=0.1666$ and zero, in units of $|P|^2$.

*$C_{2v}$ well, $T_L=0.04$, $T_R=-0.01$ Ha bohr.* The sum is $0.03$ Ha bohr (43.2 meV nm). At the HH1 energy $k=0.00859$ and $\kappa=0.04293$ bohr$^{-1}$, so $kL/2=0.515$, $c=0.870$, $s=0.493$, and

$$D_e=8(0.04293)(0.870)-17(0.00859)(0.493)=0.227,\qquad C_e=-\frac{0.03(0.03840)}{0.227}=-0.00508,$$

$$D_o=8(0.04293)(0.493)+17(0.00859)(0.870)=0.296,\qquad C_o=\frac{0.05(0.03840)}{0.296}=0.00648 .$$

The overlap integral gives $\beta=-0.05697$, so $\rho\simeq2(0.05697)/(\sqrt3\cdot0.97233)=0.0677$. The LH1 estimate is $(2/\sqrt3)(0.03)(0.03840)(0.06190)(0.99970)/[(1.2495\times10^{-3})(0.97233)]=0.0678$. The determinant gives $\rho=0.0739$, which exceeds the first-order value by 9.2% of the latter; scaling both $T_i$ by $0.1$ and $0.05$ reduces the excess to $8.6\times10^{-4}$ and $2.2\times10^{-4}$, the tested factor of four. The shift is $0.03840[0.03(-0.00508)(0.870)-0.05(0.00648)(0.493)]=-1.12\times10^{-5}$ Ha, against $-1.21\times10^{-5}$ Ha from the determinant. The LH weight in HH1 is 0.47%, yet $\rho$ is 7%, because $\rho$ is linear in the admixed amplitude and the weight is quadratic. The second level has the opposite polarization, $\rho=-0.193$.

*$D_{2d}$ well, $T_L=-T_R=0.03$ Ha bohr.* All three levels have $\rho=0$. HH1 moves from 17.08 to 16.84 meV ($-9.0\times10^{-6}$ Ha, second order $-8.8\times10^{-6}$ Ha) and carries LH weight 0.10% in an odd envelope. The larger effect is the repulsion of LH1 and HH2, now at $1.7431$ and $2.5855$ mHa, whose separation grows from 17.0 to 22.9 meV. The upper level has LH weight $0.117$ and intensity $0.0194$, close to $0.117/6=0.0195$, while the lower drops to $0.1467$. The sum of the two energies falls from $4.380$ to $4.329$ mHa, which a two-level model would conserve, so other states also contribute. For comparison, the bulk term alone with a round $C=10^{-3}$ Ha bohr gives HH1 an LH weight of $2\times10^{-5}$ and $\rho=0$.

*The same well in a field.* A field $F$ along $+z$ adds $+Fz$ to the electron energy and $-Fz$ to the hole energy. For $F=5\times10^{-6}$ a.u. (25.7 kV/cm), finite differences give $\rho=-0.0254$, then $+0.0254$ at $-F$ and $-0.0128$ at $F/2$. Oddness in $F$ follows from $S_4$, which reverses both $F$ and $\sigma_{xy}$. The sign agrees with the LH1 estimate once $(T_L+T_R)hl$ is replaced by $\sum_iT_ih_1(z_i)l_1(z_i)$: the holes shift towards the right interface, where $T_R<0$.

A finite-difference solution of the matrix problem, with intensities built directly from the basis functions, agrees with the determinant within $2\times10^{-7}$ Ha in the three levels and within $2\times10^{-4}$ in weights, intensities and the $\rho$ of the lowest two levels; the Kramers-partner block gives the same results. The computed levels, weights, intensities and polarizations are in the numerical output below. In your code, the change is to add $T_i\delta(z-z_i)M$ at each interface; symmetry fixes $T_L=-T_R$ for $D_{2d}$ and $T_L=T_R$ for $D_{2h}$ and leaves the two independent for $C_{2v}$, while their magnitudes must come from an atomistic calculation or a fit. These relations hold for ideal abrupt plane sequences; segregation or intermixing that differs at the two interfaces lowers a real well to $C_{2v}$, even with a common atom, and the two $T_i$ are then independent.

## Numbers as computed

```
<3/2|M|-1/2> = -1i; <3/2|{Jz,Jx2-Jy2}|-1/2> = 1.7321
single interface: C2v, f even/odd allowed True/True, xy tensor True
common atom, 5 ML: D2d, f even/odd allowed False/True, xy tensor False
common atom, 6 ML: D2d, f even/odd allowed False/True, xy tensor False
no common atom, equal bonds: D2d, f even/odd allowed False/True, xy tensor False
no common atom, unequal bonds: C2v, f even/odd allowed True/True, xy tensor True
diamond, 5 planes: D2d, f even/odd allowed False/True, xy tensor False
diamond, 6 planes: D2h, f even/odd allowed True/False, xy tensor True
time-even invariants: C4v 2, C2v 3
TB: a0=11.0 bohr; Vss,Vsp,Vps,Vxx,Vxy=[-0.24, 0.16, 0.2, 0.07, 0.2] Ha; bond scales {'aW': 1.0, 'ab': 1.1, 'pq': 1.0, 'aq': 0.95, 'pW': 1.05}
TB on-site (Es,Ep,lambda) Ha: {'a': (-0.3, 0.04, 0.004), 'p': (-0.32, 0.02, 0.004), 'W': (-0.1, 0.14, 0.002), 'b': (-0.08, 0.12, 0.002), 'q': (-0.07, 0.15, 0.002)}
chain: Ev=0.00398 Ha, alpha2=0.7906, m=0.3241 m0
g(W)=-0.10292 Ha, g(b)=-0.14601 Ha, tau=0.0937, T=0.0541 Ha bohr
weak contrast (Ec,Vxx,Vxy): left [-0.02, 0.007, 0.02], right [-0.02, 0.007, -0.02] Ha, times eta
eta=0.02, 100 ML: Ex'-Ey' chain 6.9507e-07 Ha, envelope 6.9884e-07 Ha
eta=0.005, 200 ML: Ex'-Ey' chain 8.6982e-08 Ha, envelope 8.7100e-08 Ha
TB 12+12 ML common anion: rho=0.000000, pz weight of top state=8.405e-04
TB 12+12 ML NCA equal bonds: rho=0.000000, pz weight of top state=5.748e-04
TB 12+12 ML NCA unequal bonds: rho=-0.124759, pz weight of top state=4.864e-03
TB 12+12 ML NCA unequal, reversed: rho=0.124759, pz weight of top state=4.864e-03
well: L=120.0 bohr = 6.35 nm, V=0.008 Ha, gamma1=(10.0, 5.0), gamma2=(3.5, 1.5) (well, barrier)
mHH=0.3333/0.5000, mLH=0.0588/0.1250, me=(0.05, 0.08) m0, Ve=0.01 Ha
uncoupled: e1=0.002473, HH1=0.000628, LH1=0.001877 Ha
h=0.03840, l=0.06190 bohr^-1/2; <fe|h1>=0.97233, <fe|l1>=0.99970
LH at HH1 energy: k=0.00859, kappa=0.04293 1/bohr
T=0: TL,TR=(0.0, 0.0) Ha bohr; HH1 by finite differences 0.0006279 Ha, rho 0.00000
  level 1: 0.0006278 Ha = 17.08 meV, LH wt 0.00000, I 0.47271 P^2, rho 0.00000
  level 2: 0.0018773 Ha = 51.08 meV, LH wt 1.00000, I 0.16657 P^2, rho 0.00000
  level 3: 0.0025030 Ha = 68.11 meV, LH wt 0.00000, I 0.00000 P^2, rho 0.00000
D2d: TL,TR=(0.03, -0.03) Ha bohr; HH1 by finite differences 0.0006189 Ha, rho 0.00000
  level 1: 0.0006188 Ha = 16.84 meV, LH wt 0.00099, I 0.47308 P^2, rho 0.00000
  level 2: 0.0017431 Ha = 47.43 meV, LH wt 0.88091, I 0.14666 P^2, rho 0.00000
  level 3: 0.0025855 Ha = 70.36 meV, LH wt 0.11681, I 0.01941 P^2, rho 0.00000
C2v: TL,TR=(0.04, -0.01) Ha bohr; HH1 by finite differences 0.0006158 Ha, rho 0.07386
  level 1: 0.0006158 Ha = 16.76 meV, LH wt 0.00466, I 0.47218 P^2, rho 0.07386
  level 2: 0.0017694 Ha = 48.15 meV, LH wt 0.89968, I 0.15117 P^2, rho -0.19321
  level 3: 0.0025544 Ha = 69.51 meV, LH wt 0.09366, I 0.01536 P^2, rho -0.04155
C2v first order: Ce=-0.005081, Co=0.006477 bohr^-1/2, beta=-0.05697
C2v rho: first order 0.06766, LH1 only 0.06776, matching 0.07386
C2v HH1 shift: second order -1.123e-05, matching -1.205e-05 Ha
relative rho error at T scale 1, 0.1, 0.05: 9.18e-02, 8.64e-04, 2.16e-04
D2d HH1 shift: second order -8.831e-06, matching -9.010e-06 Ha
0.03 Ha bohr = 43.2 meV nm
bulk k-linear term only, C=0.001 Ha bohr: LH wt 1.99e-05, rho 0.000000
D2d + field F=5e-06 au = 25.7 kV/cm: rho(F,-F,F/2) = -0.02541, 0.02541, -0.01275
```
